# Current density of one perfect atomic channel at 0.1 V

A perfect atomic channel of nominal diameter $d=0.3$ nm, with a voltage $V=0.1$ V between its electrodes, carries a mean current density

$$J=\frac{8e^2V}{\pi h d^2}\approx1.1\times10^{14}\ \mathrm{A/m^2}=1.1\times10^{10}\ \mathrm{A/cm^2}.$$

"Perfect channel" means one transverse electron mode, open to both spins and transmitted with probability 1. The current is then fixed by $e$, $h$ and $V$; the diameter enters only when this current is divided by an area. Here $e>0$, and the current is counted as positive when electrons flow from the left electrode to the right.

## Back-of-envelope argument

The voltage separates the electrochemical potentials of the electrodes by $\mu_L-\mu_R=eV$. At low temperature, electrons from the left in this energy window are not balanced by electrons from the right. How often can they pass?

Build a wave packet with equal amplitude at all energies in the window. Its overlap with a copy delayed by $\tau$ is proportional to

$$\int_0^{eV}e^{-iE\tau/\hbar}\,dE=\frac{\hbar}{i\tau}\left(1-e^{-ieV\tau/\hbar}\right).$$

This first vanishes at $\tau=2\pi\hbar/(eV)=h/(eV)$. Packets spaced by this time are independent states, and the Pauli principle allows one electron of each spin in each. Two electrons therefore pass per time $h/(eV)$, so that

$$I=e\,\frac{2eV}{h}=\frac{2e^2}{h}V=G_0V,\qquad G_0=77.48\ \mu\mathrm S.$$

At 0.1 V this is $7.75\ \mu$A, or one electron every 20.7 fs on average. The nominal area is $\pi d^2/4=0.0707\ \mathrm{nm^2}$, and

$$J=\frac{7.75\times10^{-6}\ \mathrm A}{7.07\times10^{-20}\ \mathrm{m^2}}=1.10\times10^{14}\ \mathrm{A/m^2}.$$

## Controlled derivation of the current

Let the channel have length $\ell$ and periodic wave numbers spaced by $2\pi/\ell$. An electron in state $k$ contributes a current $ev(k)/\ell$, where $v=(1/\hbar)\,dE/dk$. Assume that electrons interact only through a mean field, that the electrodes absorb arriving electrons without reflection, and that $E$ rises steadily with $k>0$. Right-moving states are then filled with the Fermi function $f_L$ of the left electrode, and left-moving states with $f_R$. With a factor 2 for spin,

$$I=2e\,\frac1\ell\sum_{k>0}v(k)(f_L-f_R)
\longrightarrow 2e\int_0^\infty\frac{dk}{2\pi}\,v(k)(f_L-f_R).$$

Because $v\,dk=dE/\hbar$, the velocity cancels against the density of states:

$$I=\frac{2e}{2\pi\hbar}\int_{E_0}^\infty(f_L-f_R)\,dE
=\frac{2e}{h}\int_{E_0}^\infty(f_L-f_R)\,dE.$$

Here $E_0$ is the threshold, the lowest energy at which the mode propagates. A band with an upper edge gives the same result if that edge lies many $k_BT$ above both electrochemical potentials.

To do the integral, note that

$$\frac{d}{dE}\left[-k_BT\ln\left(1+e^{(\mu-E)/k_BT}\right)\right]
=\frac{e^{(\mu-E)/k_BT}}{1+e^{(\mu-E)/k_BT}}=f(E).$$

The bracket vanishes at infinite energy, so

$$I=\frac{2e}{h}k_BT\,
\ln\frac{1+e^{(\mu_L-E_0)/k_BT}}{1+e^{(\mu_R-E_0)/k_BT}}.$$

If both exponents are large, the ones may be dropped. The logarithm becomes $(\mu_L-\mu_R)/k_BT=eV/k_BT$, the temperature cancels, and $I=G_0V$. Summing over states numerically for a parabolic and for a cosine band, at 30, 300 and 600 K, reproduces $G_0V$ to within one part in $10^6$.

Two limits show what the condition on $E_0$ is worth. First, place the threshold 0.05 eV below the mean electrochemical potential, with 0.1 V applied symmetrically at 300 K. Then $\mu_R=E_0$ and $\mu_L-E_0=0.1$ eV. With $k_BT=0.02585$ eV,

$$\frac{I}{G_0V}=\frac{0.02585}{0.1}\ln\frac{1+e^{0.1/0.02585}}{2}=0.826.$$

Part of the thermally broadened window lies below the threshold, where the channel has no states.

Second, let $T\to0$ and raise the voltage, keeping $E_0$ fixed. Write $E_F$ for the mean electrochemical potential. Once $\mu_R=E_F-eV/2$ falls below $E_0$, the lower exponential vanishes and

$$I=\frac{2e}{h}\left(E_F-E_0+\frac{eV}{2}\right).$$

The slope $dI/dV$ is then $G_0/2$. The linear law is thus limited to $eV<2(E_F-E_0)$.

## Can so thin a wire hold one mode?

Take a round model of a monovalent-metal constriction: $E_F=5.5$ eV above the bottom of the electrode band, and the free-electron mass $m$. If the wire of radius $a=d/2$ had impenetrable walls, its lowest wave function would be $J_0(x_{01}r/a)$, with $x_{01}=2.405$ the first zero of the Bessel function $J_0$. The threshold would be

$$E_0=\frac{\hbar^2x_{01}^2}{2ma^2}=9.79\ \mathrm{eV}.$$

This exceeds $E_F$, so the hard-walled wire would be closed. The electron must be allowed to spread beyond the nominal radius. Put the wall 4.5 eV above $E_F$, at $U=10.0$ eV. For angular momentum $l$, the radial equation is

$$-\frac{\hbar^2}{2m}\left(\phi''+\frac{\phi'}r-\frac{l^2}{r^2}\phi\right)+U(r)\phi=E_0\phi,$$

where $U(r)=0$ inside and $U$ outside. Define

$$u^2=\frac{2mE_0a^2}{\hbar^2},\qquad w^2=\frac{2m(U-E_0)a^2}{\hbar^2}.$$

For $l=0$ the solution regular on the axis is $J_0(ur/a)$, and the one decaying outside is proportional to the modified Bessel function $K_0(wr/a)$. Continuity of $\phi$ and $\phi'$ makes $a\phi'/\phi$ equal on both sides. Since $J_0'=-J_1$ and $K_0'=-K_1$,

$$\frac{uJ_1(u)}{J_0(u)}=\frac{wK_1(w)}{K_0(w)}.$$

For $l=1$ the functions are $J_1$ and $K_1$. Using $xJ_1'=xJ_0-J_1$ and $xK_1'=-xK_0-K_1$, the same matching gives

$$\frac{uJ_0(u)}{J_1(u)}=-\frac{wK_0(w)}{K_1(w)}.$$

The roots are $E_1=4.63$ eV for the lowest mode and $E_2=9.96$ eV for the next, a degenerate pair. Diagonalizing the radial equation on a grid also gives 4.63 eV for the first. The Fermi energy lies 0.87 eV above the first threshold and far below the second, so one mode is open. With $\mu_R=E_F-0.05$ eV, the margin of 0.82 eV is about 32 times $k_BT$, which justifies dropping the ones in the logarithm. The half-slope regime would begin near $2\times0.87=1.74$ V in this model.

## Where the current flows

At given $k$ the axial velocity is the same everywhere in the cross-section of a uniform wire, so the local current density is proportional to $|\phi|^2$. The required integrals follow from two derivatives, which the Bessel relations above confirm:

$$\frac{d}{dx}\frac{x^2(J_0^2+J_1^2)}2=xJ_0^2,\qquad
\frac{d}{dx}\frac{x^2(K_0^2-K_1^2)}2=xK_0^2.$$

With $\phi(0)=1$, the outside function is $[J_0(u)/K_0(w)]K_0(wr/a)$. Integrating over the inside and the outside gives

$$\int|\phi|^2d^2r=\pi a^2D,$$

$$D=J_0^2(u)+J_1^2(u)+\frac{J_0^2(u)}{K_0^2(w)}\left[K_1^2(w)-K_0^2(w)\right].$$

The first two terms come from the nominal circle. Their share of $D$ is 0.832, so about 83% of the current passes inside it. The density on the axis, relative to the total current divided by $\pi a^2$, is $1/D=1.63$. For the ideal current this means $1.8\times10^{14}\ \mathrm{A/m^2}$ on the axis. The headline figure is therefore an average based on a conventional area, neither a maximum nor a local value.

Lowering the wall to 3.5 eV above $E_F$, with $E_F$ and $d$ held fixed, moves the first threshold to 4.45 eV and the inside share to 0.81. The choice of nominal area matters more. Dividing the same ideal current by the area of a circle with $d=0.25$ nm gives $1.6\times10^{14}$, and with $d=0.35$ nm it gives $0.81\times10^{14}\ \mathrm{A/m^2}$. This changes only the conventional area, not the confining wire. With $E_F=5.5$ eV and $U=10.0$ eV, a wire whose walls really stood 0.25 nm apart would be closed: at $E_0=E_F$ the left side of the $l=0$ matching condition is 1.64 and the right side 1.80. Since the left side grows with $E_0$ and the right side falls, the threshold lies above $E_F$.

## Reflection at a short neck

A real constriction widens into its electrodes, and a changing threshold reflects electrons. Assume that modes do not mix and that the threshold along the axis is $E_n\,\mathrm{sech}^2(z/L)$, where $E_n$ is $E_1$ or $E_2$ and $L=0.3$ nm. Let $k=\sqrt{2mE}/\hbar$ be the wave number far from the neck, $\kappa=kL$, $\xi=\tanh(z/L)$ and $s(s+1)=-2mE_nL^2/\hbar^2$. Since $d/dz=[(1-\xi^2)/L]\,d/d\xi$, the Schrödinger equation becomes

$$\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]
+\left[s(s+1)+\frac{\kappa^2}{1-\xi^2}\right]\psi=0.$$

Set $\psi=(1-\xi^2)^{-i\kappa/2}F$ and $x=(1-\xi)/2$. The singular terms cancel, leaving

$$x(1-x)F''+(1-i\kappa)(1-2x)F'+[s(s+1)+i\kappa(1-i\kappa)]F=0.$$

This is the hypergeometric equation with parameters $\alpha=-i\kappa-s$, $\beta=-i\kappa+s+1$ and $\gamma=1-i\kappa$. The solution equal to 1 at $x=0$ gives a purely outgoing wave $e^{ikz}$ on the right. On the left, $x\to1$, and the standard connection formula gives

$$F\to\frac{\Gamma(\gamma)\Gamma(i\kappa)}{\Gamma(\gamma-\alpha)\Gamma(\gamma-\beta)}
+(1-x)^{i\kappa}\frac{\Gamma(\gamma)\Gamma(-i\kappa)}{\Gamma(\alpha)\Gamma(\beta)}.$$

There $1-x\to e^{2z/L}$, while the prefactor of $F$ varies as $e^{-ikz}$. The second term is thus the incident wave $e^{ikz}$, and the first is the reflected wave. The transmission $\mathcal T$ is the inverse square of the incident amplitude:

$$\mathcal T=\left|\frac{\Gamma(\alpha)\Gamma(\beta)}{\Gamma(1-i\kappa)\Gamma(-i\kappa)}\right|^2.$$

Write $s=-\tfrac12+i\eta$, so that $\eta^2=2mE_nL^2/\hbar^2-\tfrac14$, positive here. For real $y$, $|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y$, $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ and $|\Gamma(iy)|^2=\pi/(y\sinh\pi y)$. Hence

$$\mathcal T=\frac{\sinh^2\pi\kappa}{\cosh\pi(\kappa+\eta)\cosh\pi(\kappa-\eta)}
=\frac{\sinh^2\pi\kappa}{\sinh^2\pi\kappa+\cosh^2\pi\eta}.$$

At $E=E_F$ the open mode has $\mathcal T=0.892$. Each of the two closed modes tunnels with probability $4.7\times10^{-4}$, a negligible addition. Direct integration of this one-dimensional equation confirms these values to within one part in $10^4$. That tests the formula, not the assumption of unmixed modes. Solving the full equation in $r$ and $z$, for a finite wall shaped so that the lowest threshold follows $E_1\,\mathrm{sech}^2(z/L)$, gives about 0.90 for the open mode and about $1\times10^{-4}$ for each $l=\pm1$ channel. For $L=0.2$ nm it gives about 0.86, against the 0.834 found below. The transmissions here are therefore good to a few percent, and less so as the neck shortens. Averaged over the bias window, the current is $6.92\ \mu$A.

With the energies held fixed, $L=0.2$ nm gives $\mathcal T=0.834$. The trend cannot be extended to $L\to0$: this barrier then vanishes and $\mathcal T\to1$, though the assumption of unmixed modes has no support there. For a long neck, $\mathcal T\to1/[1+e^{2\pi(\eta-\kappa)}]$, which tends to 1 when $E_F>E_n$. That is the regime of the perfect channel.

## Series resistance and heat

The perfect channel has a two-terminal resistance $1/G_0=12.9\ \mathrm{k\Omega}$. It does not imply scattering inside the channel: the limited number of modes restricts the current between wide electrodes. The power $IV=0.775\ \mu$W is released where electrons relax, mostly in the electrodes if the channel is ballistic.

A further $R_s=500\ \Omega$ in the leads takes a voltage $IR_s$, so $V=I/G+IR_s$ and $I=V/(1/G+R_s)$. For the ideal channel this gives $7.46\ \mu$A and leaves 0.096 V across it. For the reflecting neck, $1/G=0.1\ \mathrm V/6.918\ \mu\mathrm A=14.5\ \mathrm{k\Omega}$, and the current is $6.69\ \mu$A.

A warning scale for heating comes from the opposite, diffusive limit. Suppose the whole voltage drops in a metallic constriction that loses heat only through its ends, held at $T_0=300$ K. Let its thermal conductivity obey the Wiedemann–Franz law $\mathcal L\sigma T$, with $\sigma$ the electrical conductivity and $\mathcal L=\pi^2k_B^2/(3e^2)=2.44\times10^{-8}\ \mathrm{V^2/K^2}$. This law holds for degenerate electrons with elastic scattering. Let $\varphi$ be the voltage measured from one end. In steady state

$$\frac{d}{dx}\left(\mathcal L\sigma T\frac{dT}{dx}\right)+\sigma\left(\frac{d\varphi}{dx}\right)^2=0.$$

The current density $\sigma\,d\varphi/dx$ is constant. Replacing $d/dx$ by $(d\varphi/dx)\,d/d\varphi$ and dividing by $\sigma(d\varphi/dx)^2$ gives

$$\frac{\mathcal L}{2}\frac{d^2T^2}{d\varphi^2}=-1
\quad\Longrightarrow\quad
T^2=T_0^2+\frac{\varphi(V-\varphi)}{\mathcal L}.$$

The maximum, at $\varphi=V/2$, obeys $T_m^2=T_0^2+V^2/(4\mathcal L)$, so $T_m\approx440$ K. This is not the temperature of the ballistic channel. It shows only that 0.1 V can heat a constriction appreciably if the electrons relax inside it.

## Comparison

| Case | Current (µA) | Mean $J$ ($10^{14}$ A/m²) |
|---|---:|---:|
| Ideal channel | 7.75 | 1.10 |
| With neck, $R_s$ and spreading | 6.69 | 0.79 |

The second density counts only current inside the nominal circle, using the uniform-wire profile at the narrowest point:

$$J=\frac{0.832\times6.69\ \mu\mathrm A}{0.0707\ \mathrm{nm^2}}=7.9\times10^{13}\ \mathrm{A/m^2}.$$

It is 0.72 of the ideal value. At a neck this short the profile is somewhat broader than in a uniform wire: with mode mixing included, the inside share is about 0.81, and together with the slightly higher transmission this lowers the density by about 1.5%. The corrections change the leading digit but leave the estimate near $10^{14}\ \mathrm{A/m^2}$.

The parameters are rough values for the last atomic constriction of a monovalent-metal filament in a conductive-bridge memory cell, and 0.1 V is a plausible read voltage. A real filament need not have exactly one fully transmitted mode. At fixed voltage and area, $J$ scales with the sum of the mode transmissions: a sum of 0.5 halves the ideal result, and a sum of 3 triples it. A broken filament with a tunnelling gap can fall lower by orders of magnitude. Circuit resistance may also be well above 500 Ω; if it equals 12.9 kΩ, it halves the ideal current. A surrounding dielectric can lower the confining wall and add leakage paths, which are left out here.

The ideal density is about $10^4$ times a rough long-term limit of $10^{10}\ \mathrm{A/m^2}$ for ordinary metal wiring. That limit concerns the gradual displacement of atoms in long wires, whereas $G_0V$ counts electrons through a fixed structure. The estimate therefore does not show that a filament survives this current. Its lifetime depends on atomic forces, vibrations and heat removal, which this model does not contain. The numerical output lists the main values used here.

## Calculated quantities

```
Channel diameter: 0.30 nm
Bias: 0.10 V
Temperature: 300 K
Fermi energy: 5.5 eV
Wall above Fermi energy: 4.5 eV
Neck length parameter: 0.3 nm
Series resistance: 500 ohm
Thermal energy kT: 0.02585 eV
Conductance quantum: 77.481 uS
Resistance of perfect channel: 12906.4 ohm
Ideal current: 7.7481 uA
Current from sum over states: 7.7481 uA
Nominal area: 0.07069 nm^2
IDEAL CURRENT DENSITY: 1.096e+14 A/m^2
Same in engineering unit: 1.096e+10 A/cm^2
Current density for d = 0.25 nm: 1.578e+14 A/m^2
Current density for d = 0.35 nm: 8.053e+13 A/m^2
Mean time between electrons: 20.68 fs
Rough wiring limit (input): 1e+10 A/m^2
Ideal density / wiring limit: 1.10e+04
Shallow-mode margin (input): 0.05 eV
Shallow-mode current / ideal: 0.826
Hard-wall first threshold: 9.79 eV
Finite-wall first threshold: 4.63 eV
First threshold from radial grid: 4.63 eV
Fermi energy above first threshold: 0.87 eV
Finite-wall second threshold: 9.96 eV
Fraction of current inside nominal circle: 0.832
Axis density / ideal mean density: 1.63
Current density on the axis: 1.78e+14 A/m^2
Lower wall (variation): 3.5 eV
First threshold, lower wall: 4.45 eV
Fraction inside, lower wall: 0.810
Neck transmission of open mode: 0.892
Neck transmission for L = 0.2 nm: 0.834
Transmission of each closed mode: 4.7e-04
Current with neck reflection: 6.918 uA
Ideal channel with series resistance: 7.459 uA
Voltage left on ideal channel: 0.0963 V
Total power of ideal channel: 0.775 uW
Lorenz number: 2.443e-08 V^2/K^2
Diffusive heating scale, peak: 439 K
Current with neck and series resistance: 6.687 uA
Density inside circle, all corrections: 7.87e+13 A/m^2
Corrected / ideal density: 0.718
```
